Finding and ranking coincident interface cells of silicon and a crystalline oxide

A square oxide lattice with constant 3.90 Å, laid on the square Si(001) surface lattice with constant 3.84 Å, must be compressed by 1.549 % to fit cell on cell. Larger common cells do not help while the lattices stay parallel: with up to 30 silicon cells, the best unrotated match still has a worst strain of 1.549 %. Turn the oxide by 25.56°, and 25 of its cells fit on 26 silicon cells with a strain of 0.401 %. Why does turning help, and how can one be sure that no better match was overlooked?

**What parallel lattices cannot do**

The obvious scheme compares integer multiples of the two lattice constants. With a_s = 5.43 Å/√2 = 3.8396 Å (rounded to 3.84 Å above) and a_f = 3.90 Å, a p × p silicon square and a q × q oxide square give the stretch

λ = (p/q)(a_s/a_f) = 0.9845 p/q.

An area cap of 30 cells allows p ≤ 5. Apart from 1 itself, the nearest ratios p/q below and above the required 1.016 are then 5/6 and 5/4, which are useless.

A rotated square can have the edge vector (p,q). Its area is p² + q² cells, so the stretch between a silicon square of m cells and an oxide square of n cells is

λ = √(m/n) (a_s/a_f).

Here m and n may be any sums of two squares. Since 26 = 5² + 1² and 25 = 3² + 4²,

λ = √(26/25) × 0.9845 = 1.0040.

The edges (5,1) and (3,−4) lie at 11.31° and −53.13°. Their difference is 64.44°, which the fourfold symmetry and the mirrors of the square fold to 25.56°. Rotation supplies area ratios that parallel squares lack.

Squares are a special case. A general scheme must list all supercells, strain them correctly, and recognize duplicates. Two plausible shortcuts can lose matches.

**Listing supercells, and why shape is not identity**

Let the columns of A and B be primitive surface vectors of silicon and oxide. A common cell is given by integer matrices M and N, whose columns are the supercell vectors in these bases, with

m = |det M|, n = |det N|.

The interface area is m|det A|, because the wafer is taken as rigid and the film carries all the strain. The geometry contains no physical constant, so its equations read the same in atomic units.

Listing integer matrices lists each sublattice many times, since M and MU span the same points whenever U is an integer matrix with determinant ±1. A unique label follows from the points themselves. Let (p,0) be the shortest positive sublattice vector along the first axis, and r the smallest positive second component of any sublattice vector. A vector (q,r) with that component is fixed up to multiples of (p,0), so q can be chosen with 0 ≤ q < p. The label is

M = [[p, q], [0, r]], pr = m,

with matrices written by rows. For each divisor p of m there are p choices of q, so the number of sublattices is the sum of the divisors of m. Up to m = 30 this gives 762 supercells.

For a silicon cell we need a short basis (u,v). Subtract from v the integer multiple of u nearest to (u·v)/u², exchange the vectors if v has become the shorter, and repeat. Then reverse v if the angle is obtuse. The result satisfies

0 ≤ 2u·v ≤ u² ≤ v².

It is tempting to discard every cell whose reduced lengths and angle have already appeared. That loses orientations. At m = 25 the squares with edges (5,0),(0,5) and (3,4),(−4,3) have the same shape, yet no symmetry of the silicon lattice carries one into the other. At m = 30 the pairs (5,0),(2,6) and (3,4),(6,−2) both have squared lengths 25 and 40 and scalar product 10, in units of a_s², and they too are inequivalent. The 762 supercells form 260 classes under the lattice symmetry but only 258 shapes; these two coincidences are the whole difference. Equivalence must therefore be judged by symmetry operations.

**Strain without a scan over angles**

Put S = AM and P = BN. The deformation that carries the relaxed oxide supercell onto silicon is

F = S P⁻¹.

Its singular values λ₁ ≥ λ₂ are the principal stretches, and εᵢ = λᵢ − 1 are the strains relative to the relaxed oxide; a negative value means compression. With G_s = SᵀS and G_f = PᵀP,

FᵀF = P⁻ᵀ G_s P⁻¹,
P⁻¹(FᵀF)P = P⁻¹P⁻ᵀ G_s = G_f⁻¹ G_s.

The last matrix is similar to FᵀF, so its eigenvalues are λ₁² and λ₂². Define

t = tr(G_f⁻¹G_s) = λ₁² + λ₂²,
d = √(det G_s/det G_f) = λ₁λ₂.

Adding and subtracting 2d completes the squares:

λ₁ + λ₂ = √(t + 2d), λ₁ − λ₂ = √(t − 2d).

Rotating the film replaces P by RP and leaves PᵀP unchanged. The strain thus needs no trial angle. The angle is read afterwards from F = RH, where R is orthogonal and H = √(FᵀF). If R contains a reflection, a mirror of the square oxide lattice removes it. If neither lattice had a mirror, turning the film could not produce such a match, and it would have to be discarded.

**One pairing per cell is not enough**

The next shortcut reduces both supercells and pairs their short vectors in order. It has a real merit: for two given sublattices, no other pairing has a smaller worst strain, provided mirrors are allowed.

To see this, let G_f belong to a reduced oxide cell, with elements f₁₁, f₁₂, f₂₂, and let v₁, v₂ be any basis of the silicon sublattice. The inverse of a 2 × 2 matrix gives

t det G_f = f₂₂|v₁|² + f₁₁|v₂|² − 2f₁₂ v₁·v₂.

Substituting −2v₁·v₂ = |v₁−v₂|² − |v₁|² − |v₂|² turns this into

t det G_f = (f₂₂−f₁₂)|v₁|² + (f₁₁−f₁₂)|v₂|² + f₁₂|v₁−v₂|².

Because 0 ≤ 2f₁₂ ≤ f₁₁ ≤ f₂₂, the three weights are nonnegative and do not increase from left to right. We therefore want the three shortest vectors in increasing order. For a reduced silicon basis with c = u·v,

|xu + yv|² = x²(u²−c) + y²(v²−c) + (x+y)²c.

If the integers x and y are both nonzero, this is at least u² + v² − 2c = |v−u|², which is itself at least v². Hence u, v and v−u are the shortest possible vectors in three different directions. Any triple v₁, v₂, v₁−v₂, sorted by length, is at least as long term by term. Giving the larger weight to the shorter vector minimizes the sum, since exchanging two squared lengths a ≤ b under weights w₁ ≥ w₂ changes it by (w₁−w₂)(b−a) ≥ 0. So t is smallest for the reduced pairing.

At fixed areas d is fixed. Write λ₁ = √d ρ and λ₂ = √d/ρ with ρ ≥ 1. Then t = d(ρ² + ρ⁻²) grows with ρ, as do λ₁−1 and 1−λ₂, the larger of which is the worst strain. This proves the claim.

The shortcut can still miss matches, for two reasons. Another pairing may strain the film more and yet lie within the tolerance, and a symmetric cell has several equally good reduced bases. The second reason is easy to see in an example. Take m = n = 5, where reduction may return

(2,1),(1,−2) and (−1,−2),(2,−1)

for the two square sublattices. Pairing either with itself gives the identity. Pairing the first with the second sends (x,y) to (−y,−x), a mirror of the lattice and so nothing new. Exchange the two vectors of the second basis, however, and (2,1) goes to (2,−1) while (1,−2) goes to (−1,−2). This is a rotation by 53.13°, equivalent to 36.87°, and a different interface.

In the silicon–oxide example, with up to 30 silicon cells and strains up to 2.5 %, there are 19 match classes. How many of them one reduced pairing per pair of sublattices reaches depends on which of the equally good bases the reduction returns. If the two columns of the label are first ordered so that u is the shorter, as in the bases above, it reaches 15, and the four losses are all square cells: 5 on 5 at 36.87°, 17 on 17 at 28.07°, 25 on 25 at 16.26°, and a 26 on 25 match at 41.82°. Each has the same strain as a match that was kept, but a different orientation and hence different bonding. Starting instead from u = (p,0) and v = (q,r), the same reduction happens to reach all 19. Completeness of the shortcut thus rests on an arbitrary choice and is not guaranteed.

**A finite search that misses nothing**

The cure is to let the tolerance decide which vectors may be paired. Suppose both strains lie between −τ and τ, with τ < 1. For a silicon supercell vector sᵢ, the oxide vector that lands on it is fᵢ = F⁻¹sᵢ. The stretches of F⁻¹ lie between 1/(1+τ) and 1/(1−τ), so

|sᵢ|/(1+τ) ≤ |fᵢ| ≤ |sᵢ|/(1−τ).

Each ring contains finitely many oxide lattice vectors. For every listed silicon sublattice we take its reduced basis, try all nonparallel pairs (f₁,f₂) from the two rings, and keep those whose strains pass. The length condition is necessary but not sufficient, so the strain must still be computed.

Nothing admissible escapes. If a match is given in another silicon basis M′, then M = M′U for some U of determinant ±1. The same U changes N′ into N = N′U and leaves F unchanged, and the columns of BN must lie in the rings. No separate list of oxide supercells is needed.

For the single silicon cell and τ = 2.5 %, the rings run from 3.75 to 3.94 Å. They contain only the four oxide vectors of length 3.90 Å, and all nonparallel pairs give the same match up to symmetry.

A pair of unlike lattices tests the search. Take a hexagonal film with constant 3.6 Å, up to four silicon cells and a 10 % tolerance. Brute force over all oxide matrices with entries from −6 to 6 and the ring search both return one class. It can be found by hand: a 3.6 × 12.47 Å rectangle of four hexagonal cells sits on a 3.84 × 11.52 Å rectangle of three silicon cells, with strains of +6.7 % and −7.6 %. The second lattice need not be square.

**Removing repeated interfaces**

A half turn of the film reverses both vectors of a pair and gives the same interface lattice, so (f₁,f₂) and (−f₁,−f₂) are counted once. With m ≤ 30 and τ = 2.5 %, the search then gives 3496 raw matches for 19 interfaces. Two kinds of repetition remain.

The first is a cell larger than necessary. The map from silicon coordinates to oxide coordinates,

T = N M⁻¹,

does not change when M and N are multiplied on the right by the same U. A silicon point x is a coincidence point if both x and Tx are integer vectors. Write x = My and Tx = Ny, stack M on N to form the 4 × 2 matrix W, and let Y be the set of y for which Wy is an integer vector. Y contains all integer vectors, and perhaps fractional ones. Let k be the number of points of Y per unit cell of the integer vectors.

In a basis of Y, W becomes an integer matrix W′, and every 2 × 2 minor of W is k times that of W′, up to a common sign. The minors of W′ have no common prime factor. If a prime ℓ divided them all, the columns of W′ would be dependent modulo ℓ. Some integer vector z, not divisible by ℓ, would make W′z/ℓ an integer vector. Then z/ℓ would be a point of Y with fractional coordinates in a basis of Y, a contradiction. So k = g, the greatest common divisor of the minors of W, and

smallest coincidence cell = m/g silicon cells.

Only matches with g = 1 are kept. For M = N = [[2,0],[0,1]], the nonzero minors are ±2; thus g = 2, and the apparent two-cell match is the one-cell match repeated.

The second repetition is symmetry. If h is a symmetry of the oxide lattice and k̂ one of silicon, both written as integer matrices, then T and hTk̂ describe equivalent lattice matches. The smallest member of this finite set, in dictionary order, serves as the label. Mirrors are included. Real surfaces may have less symmetry than their lattices, and a class must then be split before atoms are placed: a dimerized Si(001) terrace, for example, lacks fourfold symmetry.

**The ranking and its meaning**

Sorting by area and then by worst strain leaves many matches that are larger than another one without being less strained. The useful front keeps a cell only if its worst strain is below that of every smaller cell:

1 on 1: 14.74 Å², −1.549 %, 0°
17 on 16: 250.62 Å², +1.481 %, 14.04°
18 on 17: 265.36 Å², +1.305 %, 30.96°
26 on 25: 383.30 Å², +0.401 %, 25.56°

Both principal strains are equal in each row. The last cell measures 3.83 nm². A row shows one representative: turning the edge (5,1) onto (5,0) gives another 26 on 25 match with the same strain, at 11.31°.

The reduced pairing yields the same front, even in the version that loses four classes, and the preceding results explain why. It finds the least strain for every pair of sublattices. A repeated cell cannot enter the front either, since its smaller version has the same strain. For lattices with mirrors, such as these, the shortcut suffices if only the front is wanted; a list of candidate interfaces needs the full search.

The lowest strain depends on the chosen area cap, so it does not single out a useful cell. It is 1.549 % up to 10 cells, 1.305 % up to 20, 0.401 % up to 30 and 0.191 % up to 40. The square that fits without strain would need

m/n = (a_f/a_s)² = 1.032.

The ratio 26/25 = 1.040 lies above this value. The ratio 37/36 = 1.028 lies below it and gives −0.191 %. Larger integers can approach the target more closely. With the rounded constants used here they even reach it: 130 × 5.43 Å equals 181 × 3.90 Å, so a square of 33,800 silicon cells fits without strain at 45°. Such a cell is an accident of the chosen decimals and far too large to be useful. Low strain alone therefore cannot select an interface; the area must be weighed against it.

**Beside the real interface**

The lengths are rough typical values for a perovskite such as SrTiO₃ on Si(001). The 0° match puts the oxide [100] direction along silicon [110], which is the known epitaxial orientation of that system. The low-strain rotated cells are geometric candidates, not predictions of what grows.

Small input changes matter most where the strain is small. Raising the oxide constant by 0.01 Å changes the 1 on 1 strain magnitude from 1.549 to 1.801 %, and that of the 26 on 25 cell from 0.401 to 0.144 %. With rough expansion coefficients of 3.5 × 10⁻⁶ K⁻¹ for silicon and 9.0 × 10⁻⁶ K⁻¹ for the oxide, heating from 300 to 900 K changes the ratio a_s/a_f by −0.328 %. The two magnitudes become 1.872 and 0.071 %. The order of the front survives both changes, but even the first decimal of a strain in percent depends on the chosen inputs.

Bonding also changes the cell. An ideal Si(001) surface atom has two dangling bonds. Pairing into dimers uses one and leaves one half-filled bond per atom. A divalent cation such as Sr can supply the two electrons that fill the bonds of one dimer, so this counting rule asks for one cation per two surface silicon atoms. A 2×1 dimer pattern doubles every cell listed above: the 1 on 1 cell grows to 29.48 Å² with one cation, and the 26 on 25 cell to 766.61 Å² with 26. The rule fixes a number of electrons; it does not establish that the resulting structure is stable.

Elastic energy shows when strain begins to outweigh bonding. For equal in-plane strains ε in a cubic film with a free top face, zero normal stress requires

c₁₁ε_z + 2c₁₂ε = 0, so ε_z = −2c₁₂ε/c₁₁.

Inserting this into the energy density,

w = (c₁₁+c₁₂)ε² + ½c₁₁ε_z² + 2c₁₂εε_z
  = (c₁₁+c₁₂)ε² + 2c₁₂²ε²/c₁₁ − 4c₁₂²ε²/c₁₁
  = (c₁₁ + c₁₂ − 2c₁₂²/c₁₁)ε².

Rough constants c₁₁ = 2.00 and c₁₂ = 0.64 eV/Å³ make the bracket 2.23 eV/Å³. The density is 5.35 × 10⁻⁴ eV/Å³ for the 1 on 1 match and 0.36 × 10⁻⁴ eV/Å³ for 26 on 25. If the poorer registry of the rotated interface costs an assumed 0.05 eV/Å², the elastic saving repays it at a thickness of

h = 0.05/(5.35 × 10⁻⁴ − 0.36 × 10⁻⁴) ≈ 100 Å,

or 10 nm. Below that thickness, under this assumption, the more strained aligned interface has the lower energy. The estimate is proportional to the assumed penalty, which a calculation with atoms would have to supply.

It also assumes that the film stays coherent, which is doubtful at 100 Å. A film can instead relax through misfit dislocations. At 1.5 % strain, the usual continuum balance between elastic energy and dislocation energy favors them beyond roughly 20 to 60 Å, depending on the type of dislocation, although slow kinetics can delay their appearance. The 100 Å therefore compares two ideal coherent films; it does not predict a thickness at which the orientation changes. Along each axis of a fully relaxed aligned film, a length L holds one more silicon period than oxide periods, so L/a_s − L/a_f = 1 and

L = a_s a_f/(a_f − a_s) ≈ 248 Å.

That is far longer than the edge of any cell in the front, so the cell search does not represent this competing state. The ranking is a list of coherent starting structures; registry, chemistry and relaxation must decide among them. The full figures are in the numerical output.

Table of computed values

```
Inputs (rough): a_Si 5.43, a_oxide 3.90 angstrom
Si surface vector 3.8396 angstrom, cell area 14.742 angstrom^2
Search: m up to 30, strain tolerance 2.5 %
Si supercells 762, symmetry-distinct 260, distinct shapes 258
Raw matches 3496, match classes 19
Classes reached by reduced pairing 15
Square-hexagonal test (a_hex 3.6 angstrom, m<=4, 10 %): 1 classes
First ranked: m, n, area (angstrom^2), strains (%), angle (deg)
   1  1   14.74 -1.549 -1.549   0.00
   5  5   73.71 -1.549 -1.549  36.87
  13 13  191.65 -1.549 -1.549  22.62
  17 16  250.62 +1.481 +1.481  14.04
  17 17  250.62 -1.549 -1.549  28.07
  18 17  265.36 +1.305 +1.305  30.96
Front: same columns, then M and N by rows
   1  1   14.74 -1.549 -1.549   0.00 [[1, 0], [0, 1]] [[1, 0], [0, -1]]
  17 16  250.62 +1.481 +1.481  14.04 [[4, 1], [1, -4]] [[4, 0], [0, -4]]
  18 17  265.36 +1.305 +1.305  30.96 [[3, 3], [3, -3]] [[1, -4], [-4, -1]]
  26 25  383.30 +0.401 +0.401  25.56 [[5, 1], [1, -5]] [[3, -4], [-4, -3]]
Lowest worst strain at zero angle 1.549 %
Lowest worst strain at any angle 0.401 %, area 3.833 nm^2
Area cap m<=10: lowest worst strain 1.549 %
Area cap m<=20: lowest worst strain 1.305 %
Area cap m<=30: lowest worst strain 0.401 %
Area cap m<=40: lowest worst strain 0.191 %
Fronts below are m:worst strain (%)
  base: 1:1.549, 17:1.481, 18:1.305, 26:0.401
  a_oxide +0.01 angstrom: 1:1.801, 17:1.221, 18:1.046, 26:0.144
  at 900 K: 1:1.872, 17:1.148, 18:0.973, 26:0.071
Rough expansion: Si 3.5e-06, oxide 9.0e-06 per K, from 300 K
Thermal misfit change -0.328 %
With 2x1 dimers: m, enlarged m, area (angstrom^2), divalent cations
   1  2   29.48  1
  17 34  501.24 17
  18 36  530.73 18
  26 52  766.61 26
Rough c11, c12, c44: 2.00, 0.64, 0.77 eV/angstrom^3 (c11 = 320 GPa)
Elastic density, first and last front cell: 5.351e-04, 3.582e-05 eV/angstrom^3
Assumed bonding penalty 0.05 eV/angstrom^2, repaid at thickness 100 angstrom
Misfit dislocation spacing, relaxed film 248 angstrom
```
